# How strongly does a pairwise carbon C6 bind graphite layers?

**Question.** Suppose that the layers of graphite are held together by an attraction $-C_6/r^6$ between carbon atoms. How large is the binding energy per atom, how does it scale with the layer spacing, the atom density and $C_6$, and how does it compare with 48 meV per atom, the value from the random-phase approximation (RPA)?

**Answer.**

## What is being estimated

The binding energy $E_b$ is the energy per atom needed to move all layers of the crystal infinitely far apart while each layer stays rigid. It is an electronic energy for fixed nuclei, without vibrations.

The model makes four assumptions about the attraction. It is a sum over pairs of atoms; $C_6$ does not depend on direction; the form $-C_6/r^6$ holds down to the actual layer spacing; and retardation is neglected. The last is harmless at a few Å. The pair sum and, in part, the short-range form are examined below. The direction independence is not: the $C_6$ used here is averaged over orientations, while parallel layers keep a fixed relative orientation, and the error this causes is not estimated.

The attraction alone cannot give a binding energy, because it would pull the layers into each other. The estimate therefore has three parts: a lattice sum, a value of $C_6$, and a correction for the repulsion that fixes the spacing.

## One atom above a layer

Replace a layer by a sheet with $\sigma$ atoms per unit area. An atom at height $z$ sees a ring of radius $r$ and width $dr$ at distance $\sqrt{r^2+z^2}$. The ring holds $2\pi r\,\sigma\,dr$ atoms. For a general inverse power $p>2$, the substitution $u=r^2+z^2$, $du=2r\,dr$, gives

$$
\int_0^\infty\frac{2\pi r\,dr}{(r^2+z^2)^{p/2}}
=\pi\int_{z^2}^\infty u^{-p/2}\,du=\frac{2\pi}{p-2}\,\frac{1}{z^{p-2}} .
$$

With $p=6$ the energy of the atom is

$$
w(z)=-\frac{\pi\sigma C_6}{2z^4}.
$$

Integrating over the plane has removed two powers of distance. The atoms that matter lie within a radius of order $z$, an area that grows as $z^2$, so $z^{-6}$ becomes $z^{-4}$.

The honeycomb has two atoms in a cell with lattice constant $a=\sqrt3\,b$, where $b$ is the bond length. The cell area is $\tfrac{\sqrt3}{2}a^2=\tfrac{3\sqrt3}{2}b^2$, so

$$
\sigma=\frac{4}{3\sqrt3\,b^2}.
$$

## The whole stack

An atom inside the crystal has layers at heights $nd$ above and below it, with $n=1,2,\dots$ and $d$ the spacing. Its interaction with all of them is $2\sum_n w(nd)$. Every pair of atoms is shared by two atoms, so the energy per atom is half of this. The attraction per atom, counted as a positive number, is

$$
A(d)=-\sum_{n=1}^\infty w(nd)
=\frac{\pi\sigma C_6}{2d^4}\sum_{n=1}^\infty\frac1{n^4}
=\frac{\pi\sigma C_6\,\zeta(4)}{2d^4},
$$

with $\zeta(4)=\pi^4/90=1.0823$. The nearest layers supply the fraction $1/\zeta(4)$, or 92.4 percent. The pairwise attraction in graphite is thus mostly a matter between neighbours.

A bilayer shows the role of the counting. Each atom there has one neighbouring layer instead of two, so the attraction per atom is $\pi\sigma C_6/(4d^4)$, which is $1/[2\zeta(4)]\approx0.46$ of the bulk value at the same spacing.

## What the continuum leaves out

Real layers consist of atoms, and their energy depends on how they are placed above each other. Poisson summation gives the size of this effect. It turns the sum over lattice cells into a sum over reciprocal vectors $\mathbf G$ of the Fourier transform

$$
F(G)=\int\frac{e^{i\mathbf G\cdot\mathbf r}}{(r^2+z^2)^3}\,d^2r .
$$

To evaluate it, write $s^{-3}=\tfrac12\int_0^\infty t^2e^{-st}dt$ with $s=r^2+z^2$. The integral over the plane is then Gaussian and equals $(\pi/t)e^{-G^2/4t}$, so

$$
F(G)=\frac{\pi}{2}\int_0^\infty t\,e^{-z^2t-G^2/4t}\,dt
=\frac{\pi G^2}{4z^2}K_2(Gz).
$$

The last step sets $t=(G/2z)s'$ and uses the integral form of the modified Bessel function, $K_2(x)=\tfrac12\int_0^\infty s'e^{-(x/2)(s'+1/s')}ds'$. The continuum is the term $F(0)=\pi/(2z^4)$. At $z=d$ the ratio is

$$
\rho=\frac{F(G)}{F(0)}=\frac{(Gd)^2K_2(Gd)}{2}.
$$

For large $Gd$, $K_2(Gd)\approx\sqrt{\pi/(2Gd)}\,e^{-Gd}$, so the atomic structure fades exponentially with the spacing.

The weight of each term follows from the two atoms of the cell, at $0$ and $\boldsymbol\tau$. Let the neighbouring layer be shifted sideways by $\mathbf s$. Averaging over the two atoms of one layer and summing over those of the other gives the weight $\tfrac12|1+e^{i\mathbf G\cdot\boldsymbol\tau}|^2e^{i\mathbf G\cdot\mathbf s}$, which is 2 for $\mathbf G=0$. There are six shortest vectors, of length $G=4\pi/(3b)$, and for each of them $\mathbf G\cdot\boldsymbol\tau=\pm2\pi/3$ up to a multiple of $2\pi$. Then $|1+e^{\pm2\pi i/3}|^2=1$, and the weight relative to the continuum term is $\tfrac14e^{i\mathbf G\cdot\mathbf s}$.

In AB stacking $\mathbf s=\boldsymbol\tau$, and the phases average to $\cos(2\pi/3)=-\tfrac12$. In AA stacking $\mathbf s=0$ and the phases are 1. The relative changes of the attraction to a neighbouring layer are, to leading order,

$$
\text{AB: }\;6\cdot\tfrac14\cdot\left(-\tfrac12\right)\rho=-\tfrac34\rho,
\qquad
\text{AA: }\;6\cdot\tfrac14\,\rho=+\tfrac32\rho .
$$

Take $b=1.42$ Å and $d=3.35$ Å, chosen inputs of the size found in graphite. Then $G=2.950$ Å$^{-1}$, $Gd=9.88$ and $\rho=1.19\times10^{-3}$. Direct summation over atoms gives $-0.088$ percent for an AB neighbour and $+0.180$ percent for an AA neighbour, in line with these formulas. For an AB stack with thirty layers on each side, the atomic sum lies 0.08 percent below the continuum result. Smearing the atoms into sheets is therefore not what limits the estimate of the attraction.

The signs also carry physics. The pair attraction slightly favours AA stacking, while graphite has AB stacking. Within this picture the registry must be decided by the short-range forces.

## A $C_6$ for bonded carbon

The coefficient should describe a carbon atom with three neighbours in a plane. It can be extracted from small molecules. In this section the equations are in atomic units.

Two neutral molecules at distance $r$ along $z$ interact through their dipoles as

$$
V=\frac{\mu_x\mu'_x+\mu_y\mu'_y-2\mu_z\mu'_z}{r^3}.
$$

Let $\omega_k$ be the excitation energies of the first molecule and $D_k^2$ the squared length of its transition dipoles, with $\omega_l$ and $D_l^2$ for the second. Averaging over independent orientations gives $D_k^2/3$ for each squared component and zero for products of different components. The squared coefficients in $V$ add up to $1+1+4=6$, so the mean of $|V_{kl}|^2$ is $6(D_k^2/3)(D_l^2/3)/r^6$. Second-order perturbation theory, $-\sum|V_{kl}|^2/(\omega_k+\omega_l)$, then yields

$$
C_6=\frac23\sum_{kl}\frac{D_k^2D_l^2}{\omega_k+\omega_l}.
$$

The orientation-averaged polarizability at imaginary frequency is

$$
\bar\alpha(i\omega)=\frac23\sum_k\frac{\omega_kD_k^2}{\omega_k^2+\omega^2}.
$$

Partial fractions give $\int_0^\infty d\omega\,[(\omega_k^2+\omega^2)(\omega_l^2+\omega^2)]^{-1}=\pi/[2\omega_k\omega_l(\omega_k+\omega_l)]$. The double sum is therefore the Casimir–Polder integral

$$
C_6=\frac3\pi\int_0^\infty\bar\alpha(i\omega)\,\bar\alpha'(i\omega)\,d\omega .
$$

To divide a molecule into atoms, assume that $\bar\alpha$ is a sum of atomic parts and that all parts have the same frequency dependence, $\alpha_i(i\omega)=k_i\,g(\omega)$. Then $C_6^{ij}\propto k_ik_j$, which means $C_6^{ij}=\sqrt{C_6^{ii}C_6^{jj}}$. Summing over all pairs of atoms in two equal molecules gives

$$
\sqrt{C_6^{\rm mol}}=\sum_i\sqrt{C_6^{ii}} .
$$

The polarizabilities were computed with time-dependent Hartree–Fock theory, the linear response of the Hartree–Fock state including the response of its mean field, in the aug-cc-pVDZ basis. The frequency integral was done by quadrature. The geometries are chosen inputs, not measured data: a bond of 0.74 Å in H$_2$; in ethene C–C 1.33 Å, C–H 1.09 Å and an H–C–C angle of 121.5°. The results are 11.12 hartree bohr$^6$ for H$_2$ and 299.1 hartree bohr$^6$ for ethene.

Hydrogen gets $\sqrt{C_6^{\rm H}}=\sqrt{11.12}/2=1.667$. Ethene has two carbon and four hydrogen atoms, so

$$
\sqrt{C_6^{\rm C}}=\frac{\sqrt{299.1}-4\times1.667}{2}
=\frac{17.29-6.67}{2}=5.31,
$$

and $C_6^{\rm C}=28.2$ hartree bohr$^6$, or 16.86 eV Å$^6$.

Acetylene shows how well such atomic values transfer. With C–C 1.20 Å and C–H 1.06 Å, the same theory gives 204.6 hartree bohr$^6$ for the molecule. The atomic values predict $(2\times5.31+2\times1.667)^2\approx195$, about 5 percent below the directly computed value. This measures the transfer between two small molecules in this basis set, and it understates the uncertainty of the carbon value, which is a difference of larger numbers. For allene the same atomic values predict 511 against a computed 594 hartree bohr$^6$, 14 percent low. If hydrogen is not taken from H$_2$ and both atomic values are solved for from two hydrocarbons, ethene with acetylene gives $C_6^{\rm C}=32.0$ and ethene with methane gives 41.5 hartree bohr$^6$. The value 28.2 is thus one choice of partition, and the agreement for acetylene is only a limited check. It does not measure the larger step to an extended layer, nor the error of the finite basis, nor the error of Hartree–Fock response, which leaves out electron correlation within each molecule.

## The attraction in numbers

For $b=1.42$ Å the density is $\sigma=0.3818$ atoms per Å$^2$. At the spacing $d_0=3.35$ Å,

$$
A(d_0)=\frac{\pi\times0.3818\times16.86\times1.0823}{2\times3.35^4}\ \text{eV}
=86.9\ \text{meV per atom}.
$$

This is nearly twice the RPA binding energy. The two are different quantities, however, since part of the attraction is spent against the repulsion.

## What the repulsion takes back

Let $R(d)$ be the repulsive energy per atom, vanishing at infinite spacing. The energy per atom is $E(d)=-A(d)+R(d)$. Define the local steepness of the repulsion at equilibrium by

$$
m=-\left.\frac{d\ln R}{d\ln d}\right|_{d_0},
\qquad\text{so that}\qquad R'(d_0)=-\frac{m}{d_0}R(d_0).
$$

Since $A\propto d^{-4}$, its derivative is $A'=-4A/d$. The condition $E'(d_0)=0$ reads

$$
\frac{4}{d_0}A(d_0)-\frac{m}{d_0}R(d_0)=0
\quad\Longrightarrow\quad
R(d_0)=\frac4m\,A(d_0).
$$

The binding energy is $-E(d_0)$:

$$
E_b=\left(1-\frac4m\right)A(d_0)
=\left(1-\frac4m\right)\frac{\pi\sigma C_6\,\zeta(4)}{2d_0^4}.
$$

The strength of the repulsion has dropped out, because the known spacing stands in for it. What remains is its steepness. A hard wall, $m\to\infty$, costs nothing and leaves the full attraction. For a pure power law $R\propto d^{-m}$ the second derivative at $d_0$ is $[-20A+m(m+1)R]/d_0^2=4(m-4)A/d_0^2$, so the stationary point is a minimum if $m>4$. For an exponential $R\propto e^{-\kappa d}$ the steepness is $m=\kappa d_0$; the second derivative is then $[-20A+m^2R]/d_0^2=4(m-5)A/d_0^2$, and a minimum needs $m>5$.

A pair repulsion $r^{-p}$ integrates over a layer to $z^{-(p-2)}$, as shown above, so $m=p-2$. With the layers smeared into sheets, the familiar 12-6 pair potential has $m=10$ and

$$
E_b=0.6\times86.9=52.1\ \text{meV per atom}.
$$

The power 12 is a convention and not a property of carbon. A softer repulsion with $m=8$ gives 43.4 meV per atom, and a harder one with $m=14$ gives 62.1 meV per atom. These values show the sensitivity to an assumed steepness; they are not error bounds.

## How the binding scales

Two kinds of scaling must be kept apart. If the spacing is taken as known, $E_b$ is proportional to $\sigma$ and to $C_6$ and falls as $d_0^{-4}$. An error of 0.05 Å in $d_0$ then changes the result by about $4\times0.05/3.35$, or 6 percent.

If instead the repulsion is given and the spacing adjusts, the dependence on $C_6$ is stronger. Write $A=K/d^4$ with $K\propto C_6$, and $R=L/d^m$ with $L$ fixed. The equilibrium condition $L/d_0^m=(4/m)K/d_0^4$ gives

$$
d_0=\left(\frac{mL}{4K}\right)^{1/(m-4)},
\qquad
E_b\propto\frac{K}{d_0^4}\propto K^{\,m/(m-4)} .
$$

For $m=10$ this is $E_b\propto C_6^{5/3}$. A larger $C_6$ strengthens the attraction at each distance and also draws the layers closer.

## Comparison with the RPA value

With $m=10$ the estimate is 52 meV per atom, 9 percent above the RPA value of 48 meV per atom. At the same spacing and steepness, $C_6=26.0$ hartree bohr$^6$ would reproduce 48 meV, compared with the 28.2 found from ethene. The pair sum thus gives the right scale. The closeness should not be read as an accuracy of 9 percent, since the choice of $m$ alone moves the result by more than that. So does the partition of $C_6$ into atoms: the carbon values 32.0 and 41.5 hartree bohr$^6$ give about 59 and 77 meV per atom at $m=10$.

The RPA value is itself a computed reference. The RPA treats the Coulomb coupling of density fluctuations in all layers together, but it leaves exchange and correlation out of the response to that coupling. Agreement with it is not agreement with experiment.

One neglected effect is the damping of the attraction where electron clouds overlap. The Tang–Toennies form multiplies $C_6/r^6$ by

$$
f_6(\beta r)=1-e^{-\beta r}\sum_{k=0}^{6}\frac{(\beta r)^k}{k!}.
$$

With the round value $\beta=3.5$ Å$^{-1}$, numerical integration over the layers leaves 98.3 percent of the attraction at $d_0$, or 85.4 meV per atom. A smaller $\beta$ would remove more. Damping also flattens the attraction: the 4 in the factor $1-4/m$ becomes the local slope $-d\ln A/d\ln d$, which is 3.87 here. The two changes nearly cancel, and the binding for $m=10$ is 52.3 meV per atom.

A larger neglected effect has the opposite sign. Fluctuating quadrupoles add a term $-C_8/r^8$. For ethene, in the same theory and basis, the part of $C_8$ that the atom-pair $C_6$ sum does not produce is about 11 bohr$^2$ times $C_6$. Carried over to the layers, a term of this size adds roughly a sixth to the attraction at $d_0$. This is a rough estimate, since the basis is small for quadrupole response and the split depends on the partition into atoms.

## Where the pair sum fails

The deeper limitation is that electrons in a graphene layer are not confined to atoms. Its effect on the distance law can be found by a scaling argument for two layers at a large separation $D$.

A density wave of wave number $q$ in one layer acts on the other through the Coulomb coupling $v_qe^{-qD}$, with $v_q\propto1/q$. To second order in this coupling, the energy per area is

$$
\mathcal E(D)\propto-\int_0^\infty q\,dq\int_0^\infty d\omega\,
\left[v_q\,\chi(q,i\omega)\right]^2e^{-2qD},
$$

where $\chi$ is the density response of a layer. This is the counterpart of the Casimir–Polder integral for extended waves.

If each atom has its own fixed polarizability $\alpha$, then $\chi\propto q^2\sigma\alpha(i\omega)$ at small $q$ and $v_q\chi\propto q$. The frequency integral does not depend on $q$, and $\int q^3e^{-2qD}dq\propto D^{-4}$. This is the power of the pairwise law. The coefficient needs the polarization normal to the layers as well: for isotropic atoms the in-plane response kept here supplies one quarter of it.

An undoped graphene layer at zero temperature has linear bands that touch at a point. Their velocity $v$ is the one parameter of the bands. On dimensional grounds the response must have the form $\chi=(q/v)\,g(\omega/vq)$, so $v_q\chi$ depends on $\omega/(vq)$ alone. The frequency integral then contributes a factor $vq$, and

$$
\mathcal E(D)\propto-\int_0^\infty q^2e^{-2qD}\,dq\propto-D^{-3}.
$$

This decays more slowly than the pairwise law, so at large enough separation the pair sum underestimates the attraction, whatever value $C_6$ has. The argument holds within the RPA, without retardation, and for $D$ large enough that the linear bands dominate.

At 3.35 Å this limit is not reached, and the argument does not say how large the collective part is there. A carbon value taken from ethene, a small molecule with a finite excitation gap, may misjudge it in either direction. The near agreement at equilibrium therefore supports the pair sum as an estimate of scale near the equilibrium spacing, and gives no licence to use it for layers pulled far apart.
